\section*{Can a strong static magnetic field create electron-positron pairs?}

\section*{Question}

A static electric field can produce electron-positron pairs, and I am trying to understand what a static magnetic field does. An electron has a magnetic moment of size $\mu_B=e/2m$ (I set $\hbar=c=1$), so with the favourable spin direction its energy in a field $B$ is lowered by $\mu_B B$. The same holds for a positron. A pair should then cost
\[
2m-2\mu_B B ,
\]
which vanishes when $\mu_B B=m$. In terms of the critical field $B_c=m^2/e$, which is $4.41\times10^{9}$ T, this happens at $B=2B_c$. Does the vacuum start to emit pairs there?

If something special rescues the uniform field, what about an inhomogeneous one? A field gradient exerts a force on a magnetic moment, so it seems able to pull the two particles out of the vacuum.

\section*{Answer}

No pairs appear, in either case. Your estimate includes the energy of the spin and omits the energy of the orbital motion that the same field forces on the particle. The two belong together: their sum is the square of a Hermitian operator, whatever the shape of the field.

I assume a Dirac particle of mass $m>0$ and charge $-e$, with $e>0$, in a prescribed smooth vector potential $\mathbf A(\mathbf x)$. There is no scalar potential and $\mathbf A$ does not depend on time, so the electric field is zero. The quantized radiation field is left out. The Hamiltonian is
\begin{equation}
H=\boldsymbol\alpha\cdot\boldsymbol\pi+\beta m,\qquad
\boldsymbol\pi=\mathbf p+e\mathbf A,\qquad \mathbf B=\nabla\times\mathbf A .
\end{equation}

\subsection*{Squaring the Hamiltonian}

Since $\beta^2=1$,
\begin{equation}
H^2=(\boldsymbol\alpha\cdot\boldsymbol\pi)^2
+m\,(\alpha_i\beta+\beta\alpha_i)\pi_i+m^2
=(\boldsymbol\alpha\cdot\boldsymbol\pi)^2+m^2 ,
\label{square}
\end{equation}
because $\alpha_i$ anticommutes with $\beta$, while $\beta$ commutes with $\pi_i$.

To see where the spin energy sits, use $\alpha_i\alpha_j=\delta_{ij}+i\epsilon_{ijk}\Sigma_k$, where $\Sigma_k$ is the Pauli matrix $\sigma_k$ acting on both halves of the four-spinor. The antisymmetric part picks out a commutator:
\begin{equation}
(\boldsymbol\alpha\cdot\boldsymbol\pi)^2
=\boldsymbol\pi^2+\tfrac{i}{2}\epsilon_{ijk}\Sigma_k[\pi_i,\pi_j].
\end{equation}
With $p_i=-i\partial_i$,
\begin{equation}
[\pi_i,\pi_j]=-ie(\partial_iA_j-\partial_jA_i)=-ie\,\epsilon_{ijl}B_l .
\end{equation}
Since $\epsilon_{ijk}\epsilon_{ijl}=2\delta_{kl}$, the second term is $\tfrac{i}{2}(-ie)\,2\,\boldsymbol\Sigma\cdot\mathbf B=e\boldsymbol\Sigma\cdot\mathbf B$, and
\begin{equation}
H^2=\boldsymbol\pi^2+e\boldsymbol\Sigma\cdot\mathbf B+m^2 .
\label{pauli}
\end{equation}
The term $e\boldsymbol\Sigma\cdot\mathbf B$ is your spin energy, multiplied by $2m$. It can be as negative as you like. Equation (\ref{square}) says that $\boldsymbol\pi^2$ makes up for it in every state.

\subsection*{The gap}

For a smooth spinor $\psi$ that vanishes outside a bounded region, all partial integrations are allowed, and (\ref{square}) gives
\begin{equation}
\|H\psi\|^2=\|\boldsymbol\alpha\cdot\boldsymbol\pi\,\psi\|^2+m^2\|\psi\|^2
\ \ge\ m^2\|\psi\|^2 .
\label{bound}
\end{equation}
To turn this into a statement about the spectrum, we need to know that these spinors determine the self-adjoint operator $H$, even if $\mathbf A$ grows at infinity. This fails only if a normalizable $\psi\neq0$ solves $H\psi=\pm i\psi$. Such a $\psi$ is smooth, since the equation is elliptic with smooth coefficients. Multiply it by a real cutoff $\chi_R$ that is 1 for $|\mathbf x|<R$, vanishes for $|\mathbf x|>2R$, and has $|\nabla\chi_R|\le c_0/R$ with a constant $c_0$. Then
\begin{equation}
\langle\chi_R\psi,H\chi_R\psi\rangle
=\pm i\|\chi_R\psi\|^2
-i\langle\chi_R\psi,(\boldsymbol\alpha\cdot\nabla\chi_R)\psi\rangle .
\end{equation}
The left side is real, so the imaginary part of the right side vanishes. Hence $\|\chi_R\psi\|^2\le (c_0/R)\|\psi\|^2$, which tends to zero as $R\to\infty$. So $\psi=0$, and (\ref{bound}) extends by limits to the whole domain of $H$.

If $E$ belongs to the spectrum, there are normalized states $\psi_j$ with $\|(H-E)\psi_j\|\to0$. Then $\|H\psi_j\|\to|E|$, and (\ref{bound}) requires $|E|\ge m$. The interval $(-m,m)$ is empty. The levels do move with the field, but none can enter the gap, whose width is at least $2m=1.022$ MeV.

\subsection*{From the gap to the vacuum}

A gap is a statement about energies; pair creation is a statement about time evolution. Let $u_r$ be the modes with $E_r\ge m$ and $v_s$ those with $E_s\le-m$, counted in a large box so that sums can be written. Expand the field as $\Psi=\sum_r b_ru_r+\sum_s d_s^\dagger v_s$. Using $d_sd_s^\dagger=1-d_s^\dagger d_s$,
\begin{equation}
H_{\rm Fock}=\sum_rE_r\,b_r^\dagger b_r+\sum_s|E_s|\,d_s^\dagger d_s+\text{constant}.
\end{equation}
A pair costs $E_r+|E_s|\ge2m$. If $U$ is the one-particle evolution operator, the later electron operator is $b_r(t)=\langle u_r,U\Psi\rangle$, so the mean number of electrons that appear from the vacuum is
\begin{equation}
N=\sum_{r,s}|\langle u_r,Uv_s\rangle|^2 .
\label{number}
\end{equation}
In a static field $Uv_s=e^{-iE_st}v_s$, which is orthogonal to every $u_r$. Therefore $N=0$ at all times.

This also settles the force on the moment. A static gradient can exchange spin energy for kinetic energy, but it cannot change the total energy of a particle, and it cannot turn a negative-energy mode into a positive-energy one.

\subsection*{What the estimate missed in a uniform field}

Take $\mathbf B=B\hat{\mathbf z}$ and $\mathbf A=(0,Bx,0)$. At fixed $p_y$ and $p_z$,
\begin{equation}
H^2-m^2=p_x^2+(eB)^2\Big(x+\frac{p_y}{eB}\Big)^2+p_z^2+eB\Sigma_z .
\end{equation}
The first two terms form an oscillator with eigenvalues $(2j+1)eB$, $j=0,1,\dots$, and $\Sigma_z=\pm1$. Hence
\begin{equation}
E^2=m^2+p_z^2+2neB,\qquad n=j+\tfrac12(1+\Sigma_z)=0,1,2,\dots
\end{equation}
For $n=0$ the orbital term is $+eB$ and the spin term is $-eB$. Divided by $2m$, these are the nonrelativistic energies $+\mu_BB$ and $-\mu_BB$. At $B=100B_c$ the spin contributes $-50m$ and the orbital zero-point motion $+50m$. The lowest level stays at $m$, and the next is at $\sqrt{1+200}\,m=14.18\,m$.

At $p_z=0$ the $n=0$ states satisfy $\boldsymbol\alpha\cdot\boldsymbol\pi\,\psi=0$, so $H$ acts on them as $\beta m$ and gives both $+m$ and $-m$. The gap of a uniform field is thus equal to $2m$, however strong the field.

\subsection*{A localized field that can be solved}

Now let $B_z=B_0\,\mathrm{sech}^2(x/L)$, with $A_y=B_0L\tanh(x/L)$, and take $p_y=p_z=0$. Write $u=x/L$ and $\nu=eB_0L^2$. For $\Sigma_z=-1$,
\begin{equation}
L^2(H^2-m^2)=-\frac{d^2}{du^2}+\nu^2\tanh^2u-\nu\,\mathrm{sech}^2u
=a_\nu^\dagger a_\nu ,\quad a_\nu=\frac{d}{du}+\nu\tanh u .
\end{equation}
The equation $a_\nu f=0$ has the normalizable solution $f=\mathrm{sech}^\nu u$, so the lowest eigenvalue is zero. For the others, use $\tanh^2u=1-\mathrm{sech}^2u$ to write both orderings:
\begin{align}
a_\nu^\dagger a_\nu&=-\frac{d^2}{du^2}+\nu^2-\nu(\nu+1)\,\mathrm{sech}^2u,\\
a_\nu a_\nu^\dagger&=-\frac{d^2}{du^2}+\nu^2-\nu(\nu-1)\,\mathrm{sech}^2u
=a_{\nu-1}^\dagger a_{\nu-1}+\nu^2-(\nu-1)^2 .
\end{align}
The products $a^\dagger a$ and $aa^\dagger$ share their nonzero eigenvalues. So the $n$th eigenvalue obeys $\lambda_n(\nu)=\lambda_{n-1}(\nu-1)+\nu^2-(\nu-1)^2$. After $n$ steps the sum telescopes to $\nu^2-(\nu-n)^2$, and
\begin{equation}
E_n^2=m^2+\frac{n(2\nu-n)}{L^2},\qquad 0\le n<\nu .
\end{equation}
The condition $n<\nu$ keeps the last zero mode, $\mathrm{sech}^{\nu-n}u$, normalizable. For $L\to\infty$ at fixed $B_0$ the fraction becomes $2neB_0-n^2/L^2\to2neB_0$, the uniform-field result.

Choose $B_0=100B_c$ and $L=0.5/m$, which is 193 fm. Then $\nu=100\times0.25=25$, and
\[
E_1=\sqrt{1+\frac{1\times49}{0.25}}\;m=\sqrt{197}\;m=14.04\,m ,
\]
slightly below the uniform value, while $E_0=m$ as before. Diagonalizing the four-component Hamiltonian on a grid reproduces the levels $n=0$ to $3$, with both signs of the energy.

The cancellation can be followed in the zero mode. Integrating the derivative of $\tanh u\,\mathrm{sech}^{2\nu}u$ over all $u$ gives
\begin{equation}
0=(2\nu+1)\int\mathrm{sech}^{2\nu+2}u\,du-2\nu\int\mathrm{sech}^{2\nu}u\,du ,
\end{equation}
so the mean of $\mathrm{sech}^2u$ in this state is $2\nu/(2\nu+1)=50/51$. The spin part of $H^2$ is $-100m^2\times50/51=-98.04m^2$, and the orbital part is $+98.04m^2$. If the spin coefficient in (\ref{pauli}) is made ten per cent too large, the lowest value of $H^2-m^2$ drops to $-9.80m^2$. In this field the coefficient that the Dirac equation supplies is the largest one for which $H^2-m^2$ has no negative values.

\subsection*{A field varying in all three directions}

Consider the periodic potential
\begin{equation}
e\mathbf A=k\big(\sin kz+\tfrac12\cos2ky,\ 0.8\sin kx,\ 0.9\sin ky\big),\qquad k=5m .
\end{equation}
The largest field on the sampling grid is $54B_c$. I diagonalized $\boldsymbol\pi^2+e\boldsymbol\sigma\cdot\mathbf B$, in the form (\ref{pauli}) and not as a square, for wave functions with the period of the field. With 343 plane waves the lowest state has
\[
H^2-m^2=(31.61-31.50)\,m^2=0.11\,m^2 .
\]
The orbital term again makes up for a large negative spin term. With 125 plane waves the result is $0.69m^2$ and with 343 it is $0.11m^2$, so this basis has not converged. With 729, 1331 and 3375 plane waves it is $0.063m^2$, $0.060m^2$ and $0.060m^2$, the last being $(31.63-31.57)\,m^2$. Each number is a variational upper bound, and the true minimum for these wave functions lies between zero and the smallest one. Doubling the spin term gives $-33.4m^2$ with 343 plane waves and $-33.6m^2$ in the larger bases. The values for 125 and 343 plane waves are in the numerical output.

\subsection*{Where the argument stops}

\textbf{An electrostatic potential.} Adding a potential energy $V(\mathbf x)$ to $H$ adds $V^2+\{\boldsymbol\alpha\cdot\mathbf p,V\}+2m\beta V$ to $H^2$ when $\mathbf A=0$. This has no definite sign, and the bound is lost. In one dimension, with $V=-V_0\,\mathrm{sech}^2(mx)$, the lowest level in the gap falls from $0.81m$ at $V_0=0.5m$ to $-0.18m$ at $V_0=2m$. A level inside the gap is not yet pair creation, but no magnetic field can put one there.

\textbf{A changing magnetic field.} While $\mathbf B$ changes there is an electric field $-\partial_t\mathbf A$. The bound still holds at each instant, yet $U$ in (\ref{number}) can now connect $v_s$ to $u_r$. In that formula $v_s$ are now the negative-energy modes of the initial field and $u_r$ the positive-energy modes of the final field; in the next equation both are modes of $H$ at the same instant. Differentiating $Hv_s=E_sv_s$ in time and projecting on $u_r$ gives
\begin{equation}
\langle u_r,\partial_tv_s\rangle
=-\frac{\langle u_r,(\partial_tH)v_s\rangle}{E_r-E_s},\qquad
\partial_tH=e\,\boldsymbol\alpha\cdot\partial_t\mathbf A .
\end{equation}
The coupling vanishes when $\mathbf A$ is static, and the gap keeps the denominator at $2m$ or more. As an example, raise a uniform field from $B_c$ to $4B_c$ as $B(t)=B_c\,[1+3\sin^2(\pi t/2T)]$ for $0\le t\le T$, with $\mathbf A=(0,B(t)x,0)$, so that the electric field is $-\dot B x\,\hat{\mathbf y}$. At $p_y=p_z=0$ the operator $\beta\Sigma_z$ is conserved, and there are two modes at $E=-\sqrt3\,m$. Follow the one with $\beta\Sigma_z=-1$. Its probability of ending in the positive-energy modes of the final field is $3.6\times10^{-2}$ for a ramp lasting $0.2/m$, and about $1.45\times10^{-7}$ for one lasting $20/m$ (the 300 time steps used for the numerical output give $1.44\times10^{-7}$). This is the contribution of that one mode to $N$. The energy comes from whatever drives the change of the field.

\textbf{An anomalous moment.} Suppose a term $(ae/2m)\,\beta\boldsymbol\Sigma\cdot\mathbf B$ with constant $a$ is added to $H$. On the $n=0$, $p_z=0$ states of a uniform field, $\Sigma_z=-1$ and $\boldsymbol\alpha\cdot\boldsymbol\pi$ gives zero, so
\begin{equation}
H\to\beta\Big(m-\frac{aeB}{2m}\Big).
\end{equation}
With the model value $a=0.01$ and $B=100B_c$ the levels move to $\pm0.5m$, inside the old gap. It is tempting to insert the one-loop value $a=\alpha_{\rm fs}/2\pi=0.00116$, where $\alpha_{\rm fs}$ is the fine-structure constant, and to announce that the gap closes at $B=2B_c/a\approx1720B_c$. That step is not justified. This $a$ is the coefficient of the term linear in $B$ for $B\ll B_c$, and it does not give the radiative energy shift at a thousand times $B_c$. The theorem above does not determine that shift either: it concerns the Dirac particle in a prescribed field.

\section*{Calculated quantities}
\begin{verbatim}
critical field B_c = 4.4140e+09 T
electron rest energy m = 0.510999 MeV
reduced Compton wavelength = 386.159 fm
field where mu_B B = m: 2.0000 B_c
example peak field B0 = 100 B_c = 4.4140e+11 T
uniform B0: spin energy -mu_B B = -50.0000 m
uniform B0: orbital zero-point energy = 50.0000 m
uniform B0: level n=0: E = 1.000000 m
uniform B0: level n=1: E = 14.177447 m
uniform B0: level n=2: E = 20.024984 m
uniform B0: level n=3: E = 24.515301 m
sech^2 field: L = 0.5 Compton = 193.08 fm
sech^2 field: nu = e B0 L^2 = 25.0
sech^2 field: level n=0: E = 1.000000 m
sech^2 field: level n=1: E = 14.035669 m
sech^2 field: level n=2: E = 19.621417 m
sech^2 field: level n=3: E = 23.769729 m
sech^2 zero mode: orbital part of H^2 = 98.0392 m^2
sech^2 zero mode: Zeeman part of H^2 = -98.0392 m^2
sech^2, Zeeman x 1.1: lowest H^2 - m^2 = -9.8041 m^2
gap between E=-m and E=+m = 1.021998 MeV
3D field: basic wave number = 5.0 m
3D field: period = 1.2566 Compton
3D field: largest |B| on grid = 53.88 B_c
3D field: plane waves, small basis = 125
3D field: plane waves, large basis = 343
3D lowest H^2 - m^2, small basis = 0.6864 m^2
3D lowest H^2 - m^2, large basis = 0.1084 m^2
3D lowest state: orbital part = 31.6104 m^2
3D lowest state: Zeeman part = -31.5019 m^2
3D lowest state: |E| = 1.0528 m
3D, Zeeman x 2: lowest H^2 - m^2 = -33.3978 m^2
electric well V0 = 0.5 m: lowest gap level 0.81099 m
electric well V0 = 1.0 m: lowest gap level 0.50905 m
electric well V0 = 1.5 m: lowest gap level 0.17213 m
electric well V0 = 2.0 m: lowest gap level -0.18187 m
ramp: B from 1 to 4 B_c
ramp: initial energy = -1.73205 m
ramp time 0.2 /m: probability to E>0 = 3.5696e-02
ramp time 20.0 /m: probability to E>0 = 1.4438e-07
Pauli term, a = 0.01, B0: lowest |E| = 0.50000 m
one-loop weak-field anomaly alpha/(2 pi) = 0.0011614
invalid extrapolation to closure: B = 1722.0 B_c
\end{verbatim}
